# Equal Group Velocities Do Not Guarantee Phase-Matched Second-Harmonic Generation

In a model waveguide, pump light at 1550 nm and its second harmonic at 775 nm have the same group index, 2.26. Pulses at the two wavelengths therefore travel together. Yet the harmonic power stops growing after 2.21 µm, and after 4.43 µm it has fallen almost to zero. Why does the conversion fail when the two pulses keep pace?

## The belief and its appeal

The belief is that second-harmonic generation is phase matched whenever the pump and harmonic have equal group velocities. The argument for it sounds reasonable: the pump creates the harmonic, both travel at the same speed, and so new harmonic light always joins the old light in step.

Part of this is right. Equal group velocities do keep the pulse envelopes overlapped, apart from pulse spreading. In a medium without dispersion the whole argument would hold, because phase and group velocities would then be the same. With dispersion they generally differ, and "in step" acquires two meanings. Envelopes can overlap while the optical oscillations beneath them slip past one another.

## What decides whether the harmonic grows

Let each wave vary as $A\,e^{i(kz-\omega t)}$, with phase index $n$ and wavenumber $k=\omega n/c$. Subscripts 1 and 2 denote the pump at $\omega_1$ and the harmonic at $2\omega_1$. The nonlinear polarization is proportional to the square of the pump field, so its spatial phase is $2k_1z$. Freely travelling harmonic light has phase $k_2z$. The difference per unit length is the phase mismatch

$$
\Delta k=k_2-2k_1=\frac{2\omega_1n_2}{c}-\frac{2\omega_1n_1}{c}
=\frac{4\pi}{\lambda_1}(n_2-n_1),
$$

where $\lambda_1=2\pi c/\omega_1$ is the pump wavelength in vacuum.

Take a continuous pump, no loss, and so little conversion that $A_1$ stays constant. Scale the amplitudes so that $|A|^2$ is power, and let the real constant $\kappa$ contain the nonlinearity and mode overlap. The harmonic field $a=A_2e^{ik_2z}$ changes by free propagation and by local generation:

$$
\frac{da}{dz}=ik_2a+i\kappa A_1^2e^{2ik_1z}.
$$

Inserting $a=A_2e^{ik_2z}$ cancels the free-propagation term. Dividing by $e^{ik_2z}$ leaves

$$
\frac{dA_2}{dz}=i\kappa A_1^2e^{-i\Delta k z}.
$$

With no harmonic at the input, integration from 0 to $L$ gives

$$
A_2(L)=i\kappa A_1^2\,\frac{1-e^{-i\Delta kL}}{i\Delta k}.
$$

Since $1-e^{-iu}=2i\,e^{-iu/2}\sin(u/2)$, the harmonic power is

$$
P_2(L)=\frac{4\kappa^2P_1^2}{\Delta k^2}\sin^2\frac{\Delta kL}{2}
=\kappa^2P_1^2L^2\,\mathrm{sinc}^2\frac{\Delta kL}{2},
$$

with $\mathrm{sinc}\,u=\sin u/u$. The first maximum occurs when $|\Delta k|L=\pi$. Defining the coherence length as this distance,

$$
L_c=\frac{\pi}{|\Delta k|}=\frac{\lambda_1}{4|n_2-n_1|}.
$$

Some conventions differ by a constant factor. Beyond $L_c$ the new contributions oppose the accumulated field, and at $2L_c$ they have cancelled it. As $n_2$ approaches $n_1$, $L_c$ grows without bound and the power approaches $\kappa^2P_1^2L^2$. No group index appears in $L_c$.

## What group matching does say

The group index is $n_g=c\,dk/d\omega$. To see its role, tune the pump while the harmonic frequency follows at twice the pump frequency. The chain rule gives a factor 2 for the harmonic term:

$$
\frac{d\Delta k}{d\omega_1}
=2k'(2\omega_1)-2k'(\omega_1)
=\frac{2}{c}(n_{g2}-n_{g1}).
$$

Equal group indices therefore make the mismatch stationary under tuning. Its value remains free, just as a curve can have a horizontal tangent far from zero.

The value follows from integrating the group index. Because $n_g=d(\omega n)/d\omega$,

$$
\int_{\omega_1}^{2\omega_1}n_g\,d\omega=2\omega_1n_2-\omega_1n_1.
$$

Dividing by the interval width $\omega_1$ gives the average group index $\langle n_g\rangle=2n_2-n_1$. Subtracting $n_1$ from both sides and halving,

$$
n_2-n_1=\frac{\langle n_g\rangle-n_1}{2}.
$$

When the pump and harmonic lie on one dispersion curve $n(\omega)$ (the same mode and polarization), as the integral assumes, phase matching requires the average group index between the two frequencies to equal the pump's phase index. Birefringent or modal phase matching places the two waves on different curves, and this averaging rule does not apply there. Group matching compares only the two end values.

## A curve that separates the conditions

Let $x=\omega/\omega_1$ and choose

$$
n_g(x)=G+D(x-1)(x-2).
$$

The added term vanishes at both $x=1$ and $x=2$, so both group indices equal $G$. In the scaled variable $n_g=d(xn)/dx$. Integrating from 1 to $x$, with $n(1)=n_1$ and $(s-1)(s-2)=s^2-3s+2$, gives

$$
xn(x)=n_1+G(x-1)+D\left(\frac{x^3}{3}-\frac{3x^2}{2}+2x-\frac56\right).
$$

At $x=2$ the bracket is $8/3-6+4-5/6=-1/6$. Thus $2n_2=n_1+G-D/6$, and subtracting $2n_1$ before halving gives

$$
n_2-n_1=\frac{G-D/6-n_1}{2}.
$$

For $n_1=1.90$, $G=2.26$ and $D=0.06$,

$$
n_2-n_1=\frac{2.26-0.01-1.90}{2}=0.175,
\qquad n_2=2.075.
$$

The coherence length is then

$$
L_c=\frac{1.55\ \mu\mathrm{m}}{4(0.175)}=2.21\ \mu\mathrm{m}.
$$

Over this distance the optical paths differ by $0.175\times2.214=0.3875$ µm, half the harmonic's vacuum wavelength. That half-cycle slip is the reason for the short growth distance in the opening example. Numerical integration of the full coupled-wave equations, including pump depletion, also places the first maximum at 2.21 µm for 10 mW of pump power.

The formula for $xn$ shows why group matching cannot remove the slip. Changing $n_1$ at fixed $G$ and $D$ adds a constant to $xn$, and hence a frequency-independent constant to $k$. Its derivative is zero, so every group velocity stays the same while $\Delta k$ changes. If $n_1$ were 2.25, this curve would formally be both phase and group matched. That case is a mathematical illustration only. Since $n_g-n=\omega\,dn/d\omega$, having $n_2=n_1$ on one dispersive curve needs $n_g<n$ somewhere in between (here $n_g=2.245$ against $n=2.25$ at $x=1.5$), and a single mode of a transparent dielectric guide does not show this. Real guides therefore reach phase matching through a second polarization or mode, or through poling.

The converse separation is possible too. Add $S(x-1)-S/2$ to $n_g$. This term averages to zero between $x=1$ and $x=2$, so $n_2$ is unchanged. With $S=0.10$ the end group indices become 2.21 and 2.31. This twin guide has the same phase indices at the pump and harmonic, and hence the same 2.21 µm coherence length, but no group matching. Setting $n_1=2.25$ in the twin gives phase matching without group matching, again only formally, since the pump's group index 2.21 would then lie below its phase index.

## Short pulses slip in the same way

Could a pulse escape the argument made for a continuous wave? For pump pulses with a Gaussian envelope and an intensity duration of 100 fs (full width at half maximum), the harmonic energy was calculated from all pairs of pump frequencies, using the full dispersion curve. In both guides it peaks at 2.21 µm, to within the 0.02 µm spacing of the lengths examined. At $2L_c$ the remaining energy, relative to the peak, is $2.7\times10^{-8}$ in the group-matched guide and $1.5\times10^{-4}$ in the twin.

The twin's residue can be estimated. At harmonic frequency offset $\Omega$, its mismatch is approximately $\Delta k+(k_2'-k_1')\Omega$. The group delay over one coherence length is

$$
t_c=(k_2'-k_1')L_c=\frac{0.10\,L_c}{c}=0.74\ \mathrm{fs}.
$$

At $L=2L_c$ the sine squared becomes $\sin^2(\pi+t_c\Omega)\approx t_c^2\Omega^2$. Write the pump field envelope as $e^{-t^2/(2T_0^2)}$, where $T_0=100\ \mathrm{fs}/(2\sqrt{\ln2})=60$ fs. Squaring it gives a source whose power spectrum is proportional to $e^{-T_0^2\Omega^2/2}$, so the mean of $\Omega^2$ is $1/T_0^2$. The residue is $(0.74/60)^2=1.5\times10^{-4}$, as calculated.

## Where group matching earns its place

Periodic poling reverses the sign of the nonlinear coefficient every $L_c$. Over one domain the source slips by $\pi$ in phase relative to the harmonic, and the sign reversal compensates for it. Successive domains then add in phase. Within each domain the field is still reduced by $\mathrm{sinc}(\pi/2)=2/\pi$, so the continuous-wave power is $(2/\pi)^2=0.405$ of that in an ideally phase-matched guide of the same length and coupling. Here the poling period is $2L_c=4.43$ µm, and 2258 domains make a guide 5 mm long.

Poling corrects the phase slip but leaves the group velocities alone in this model. Now group matching matters. Keep the pulse, length, coupling and poling period fixed, and compare the two guides. Relative to conversion without any phase slip, the harmonic energy is 0.397 in the group-matched guide and 0.035 in the twin. The first value is about 2% below 0.405 because the curvature of $k(\omega)$ still gives different frequencies slightly different phases.

The twin's loss comes mainly from the group delay

$$
\tau=\frac{(2.31-2.21)(5\ \mathrm{mm})}{c}=1.67\ \mathrm{ps},
$$

which is much longer than the pulse. After poling has removed the constant $\Delta k$, the remaining phase slip across the guide is $\tau\Omega$. Averaging over the source spectrum gives the relative yield

$$
\left(\frac{2}{\pi}\right)^2\left\langle\mathrm{sinc}^2\frac{\tau\Omega}{2}\right\rangle=0.0355,
$$

in agreement with the full-dispersion value, 0.0354.

Tuning shows the same division of labour. Raising the pump wavelength by 10 nm changes $\Delta k$ by 0.030 rad/mm in the group-matched guide and by −5.15 rad/mm in the twin. Both changes are small beside the original 1419 rad/mm, so neither rescues an unpoled guide. Over 5 mm of poled guide, however, they amount to 0.15 and −26 rad. The first is harmless; the second destroys the phase matching.

## Beside a real waveguide

The chosen indices and the few-micrometre poling period lie in the rough range of thin-film lithium niobate waveguides. The smooth curve is a model, not a fit to a particular guide, and equal group indices generally have to be sought through the choice of cross-section. For a rough poled efficiency of 20 W⁻¹ cm⁻², a continuous 10 mW pump converts about 5% in 5 mm, so neglecting depletion is fair. Without poling, the peak conversion is only about $10^{-8}$. At a rough loss of 1 dB/cm for each wavelength, light already in the guide loses 0.5 dB in travelling 5 mm but a negligible 0.0002 dB over $L_c$. With this loss and depletion included, the poled conversion falls from about 5% to about 4%.

The long poled guide described here needs a poling period that closely matches its indices. An error of 0.005 in $n_2-n_1$ changes $L_c$ by only about 3%. With the poling period already fixed, a uniform error of just $6.9\times10^{-5}$ halves the continuous-wave output of the 5 mm guide. For an assumed thermal change in $n_2-n_1$ of $2\times10^{-5}$ K⁻¹, that corresponds to 3.4 K. Light-induced index changes and the frequency dependence of mode overlap are not included. The numerical output below lists the main values used here.

## Computed values

```
Pump wavelength: 1550 nm
Harmonic wavelength: 775 nm
Input G: 2.26
Input D: 0.06
Pump phase index: 1.9
Harmonic phase index: 2.075
Phase-index difference: 0.175
Pump group index: 2.26
Harmonic group index: 2.26
Midpoint group index (x=1.5): 2.245
Average group index: 2.25
Phase mismatch: 1.4188 rad/um
Coherence length: 2.2143 um
Poling period: 4.4286 um
Coupled-wave first maximum: 2.2143 um
Unpoled peak conversion: 9.81e-09
Twin pump group index: 2.21
Twin harmonic group index: 2.31
Pump index for both matches: 2.25
Mismatch shift at +10 nm, matched: 0.0299 rad/mm
Mismatch shift at +10 nm, twin: -5.15 rad/mm
Pump GVD: -164.7 fs^2/mm
Harmonic GVD: 164.7 fs^2/mm
Pump pulse duration: 100 fs
Pulse-energy maximum, matched: 2.214 um
Pulse-energy maximum, twin: 2.214 um
Energy at 2Lc / peak, matched: 2.7e-08
Energy at 2Lc / peak, twin: 0.00015
Poled length: 5 mm
Number of domains: 2258
Poled CW yield / ideal: 0.4053
Poled pulse yield / ideal, matched: 0.397
Poled pulse yield / ideal, twin: 0.0354
Twin yield from walk-off formula: 0.0355
Twin group delay: 1668 fs
Peak pump power: 10 mW
Rough poled efficiency: 20 1/(W cm^2)
Poled CW conversion estimate: 5 %
Rough propagation loss: 1 dB/cm
Loss over Lc: 0.00022 dB
Loss over poled guide: 0.5 dB
Rough Kerr coefficient: 1.8e-19 m^2/W
Rough mode area: 1 um^2
Kerr index change: 1.8e-09
Pump pulse broadening factor: 1.026
Rough fabrication index error: 0.005
Resulting Lc change: 2.8 %
Rough thermal index-difference rate: 2e-05 1/K
Temperature change: 50 K
Thermal Lc change: 0.57 %
Poled half-power index error: 6.9e-05
Poled half-power temperature offset: 3.4 K
```
